# How Wall Residence Slows the Purge of a Deep Blind Hole

**Question.** A cylindrical hole, 100 nm wide and 10 µm deep, is closed at the bottom and has been filled with precursor vapour. The vapour above it is then swept away. The molecules have a mean speed of 300 m/s and hit the walls far more often than each other. If the wall holds a molecule for 1 ms on average at each collision, how much longer does the hole take to empty, and how does that time depend on the size of the hole, the molecular speed and the residence time?

**Answer.** Two times must be compared: the flight time between wall collisions and the residence time on the wall. The number of collisions a molecule needs to get out then turns either of them into a purge time.

## The model

The hole has diameter \(d\) and depth \(L\), and the mean thermal speed is \(v\). The surface reaction has saturated, so molecules are held and released but not consumed. A released molecule leaves in a random direction with the cosine law, independent of how it arrived. The residence time is exponentially distributed with mean \(t_s\). For now the adsorbed layer is dilute and its molecules do not move along the wall. The vapour density at the mouth is zero, which leaves out any transport resistance outside the hole.

"Purge time" means the time in which the slowest diffusion mode falls by a factor \(e\). It is not the time to a clean hole, which is several times longer.

## Time between collisions

In a gas of density \(N\) with isotropic velocities, the flux onto a wall is the average of the normal velocity over the approaching half of all directions:

\[
J=N v\int_0^{\pi/2}\cos\theta\,\frac{2\pi\sin\theta\,d\theta}{4\pi}=\frac{Nv}{4}.
\]

A length \(\ell\) of hole has wall area \(\pi d\ell\) and volume \(\pi d^2\ell/4\), a ratio of \(4/d\). Each gas molecule therefore hits the wall at the rate \((v/4)(4/d)=v/d\), and the mean flight time is

\[
t_f=\frac dv=\frac{100\ \text{nm}}{300\ \text{m/s}}=0.333\ \text{ns}.
\]

## Distance gained per collision

Let \(\beta\) be the angle between the flight direction and the hole axis, and \(\alpha\) the angle between the inward normal and the flight direction projected on the cross-section. The cosine to the normal is \(\sin\beta\cos\alpha\), and the solid angle element is \(\sin\beta\,d\beta\,d\alpha\). The cosine law gives the probability

\[
p\,d\beta\,d\alpha=\frac1\pi\sin^2\!\beta\,\cos\alpha\,d\beta\,d\alpha,
\qquad 0<\beta<\pi,\quad |\alpha|<\frac{\pi}{2}.
\]

It is normalized, since the two integrals are \(\pi/2\) and 2. The projected flight is a chord of length \(d\cos\alpha\), so the axial jump is \(z=d\cos\alpha\cot\beta\). Its mean square is

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\alpha\,d\alpha\int_0^\pi\!\cos^2\!\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\]

Jumps up and down are equally likely, whatever the durations of the flights, so the cross terms between different jumps average to zero. After a long time \(t\) there have been on average \(t/t_f\) jumps, and the mean square displacement is \((t/t_f)(2d^2/3)\). Setting this equal to \(2Dt\) gives the Knudsen diffusivity

\[
D=\frac{d^2}{3t_f}=\frac{dv}{3}=1.0\times10^{-5}\ \text{m}^2/\text{s}.
\]

If each collision also costs a residence \(t_s\), the same jumps are spread over a longer time:

\[
D_w=\frac{d^2}{3(t_f+t_s)}=D\,\frac{t_f}{t_f+t_s}.
\]

These two diffusivities were tested by following 20,000 molecules, with thermally distributed speeds, for 400 mean cycles of flight and residence each. Without residence, \(D/(dv)\) came out as 0.325 against 1/3. With \(t_s=3t_f\) it was 0.082 against 1/12. Both agree within the allowed 5 percent, which covers sampling noise and the finite duration.

## Purging without residence

Let \(x\) run from the closed base to the mouth, and let \(n(x,t)\) be the number of gas molecules per length. Then \(\partial_t n=D\,\partial_x^2n\), with no current at the base and no vapour at the mouth:

\[
\partial_xn(0,t)=0,\qquad n(L,t)=0.
\]

The first condition selects \(\cos qx\). The second requires \(qL=\pi/2,3\pi/2,\dots\), and the smallest value gives the slowest decay:

\[
q=\frac{\pi}{2L},\qquad
t_\text{gas}=\frac1{Dq^2}=\frac{4L^2}{\pi^2D}=\frac{12L^2}{\pi^2dv}=4.05\ \mu\text{s}.
\]

## Purging with residence

Let \(s(x,t)\) be the number of adsorbed molecules per length. Gas molecules are captured at the rate \(1/t_f\) and released at the rate \(1/t_s\):

\[
\partial_tn=D\,\partial_x^2n-\frac n{t_f}+\frac s{t_s},\qquad
\partial_ts=\frac n{t_f}-\frac s{t_s}.
\]

For a mode in which both populations vary as \(e^{-rt}\cos qx\), these become

\[
\Big(Dq^2+\frac1{t_f}-r\Big)n=\frac s{t_s},\qquad
\Big(\frac1{t_s}-r\Big)s=\frac n{t_f}.
\]

Multiplying the two equations and dividing by \(ns\) gives

\[
\Big(Dq^2+\frac1{t_f}-r\Big)\Big(\frac1{t_s}-r\Big)=\frac1{t_ft_s}.
\]

On expansion, the term \(1/(t_ft_s)\) cancels:

\[
r^2-r\Big(Dq^2+\frac1{t_f}+\frac1{t_s}\Big)+\frac{Dq^2}{t_s}=0.
\]

The difference of the two brackets at \(r=0\), squared, plus \(4/(t_ft_s)\) is the discriminant, so both roots are real. Their sum and product are positive, so both are decay rates. The sum of the two decay times is

\[
\frac1{r_1}+\frac1{r_2}=\frac{r_1+r_2}{r_1r_2}
=\frac{t_s}{Dq^2}\Big(Dq^2+\frac1{t_f}+\frac1{t_s}\Big)
=t_s+t_\text{gas}\Big(1+\frac{t_s}{t_f}\Big).
\]

The larger rate is at least half the sum of the rates and so exceeds \(1/(2t_f)\). Its decay time is below \(2t_f\), less than a nanosecond: this is the exchange between gas and wall. The remainder belongs to the purge. The separate term \(t_s\) adds 1 ms to a time of seconds and can be dropped, leaving

\[
t_\text{purge}\simeq t_\text{gas}\Big(1+\frac{t_s}{t_f}\Big)
=4.053\ \mu\text{s}\times3.0\times10^6=12.2\ \text{s}.
\]

Residence thus stretches the purge from about 4 µs to about 12 s. Diagonalizing the coupled equations on a grid of 100 cells gives 12.160 s, against 12.159 s from the formula. During this decay, only about \(t_f/t_s=3.3\times10^{-7}\) of the molecules are in the gas at any moment.

## How it scales

The number of flights that fit into the gas purge time is

\[
\frac{t_\text{gas}}{t_f}=\frac{12L^2}{\pi^2dv}\cdot\frac vd=\frac{12}{\pi^2}\Big(\frac Ld\Big)^2=12\,159 .
\]

Each of these collisions costs \(t_f+t_s\). There are two limits:

\[
t_\text{purge}\simeq
\begin{cases}
\dfrac{12}{\pi^2}\dfrac{L^2}{dv}, & t_s\ll t_f,\\[3mm]
\dfrac{12}{\pi^2}\Big(\dfrac Ld\Big)^2t_s, & t_s\gg t_f.
\end{cases}
\]

The crossover lies at \(t_s=t_f\), here a third of a nanosecond, where the purge time has doubled.

In the second limit the speed has dropped out. Faster molecules cross the hole sooner, but they spend almost all their time on the wall. With \(t_s\) held fixed, doubling the speed in the grid calculation leaves 12.160 s unchanged. Heating is a different matter, because it also shortens \(t_s\).

The size dependence changes as well. If a hole is shrunk in all dimensions by the same factor, the purge without residence becomes faster by that factor. With long residence it does not change, since the number of collisions depends on the aspect ratio \(L/d\) alone. If the hole is narrowed at fixed depth, the time grows as \(1/d\) without residence and as \(1/d^2\) with it. A 10 nm film on the side wall reduces \(d\) to 80 nm and raises the purge time to 19.0 s, at fixed \(L\) and \(t_s\).

## From the slowest mode to a clean hole

Suppose the wall starts with uniform coverage. The slowest mode enters with amplitude

\[
\frac2L\int_0^L\cos\frac{\pi x}{2L}\,dx=\frac4\pi,
\]

and the mean of this cosine over the depth is \(2/\pi\). The mode therefore carries a fraction \(8/\pi^2\) of the initial content. The next mode has three times the wave number and decays about nine times faster, so it soon disappears. The content has fallen a thousandfold when

\[
\frac8{\pi^2}e^{-t/t_\text{purge}}=10^{-3},\qquad
t=t_\text{purge}\ln\frac{8000}{\pi^2}=12.16\ \text{s}\times6.70=81.4\ \text{s}.
\]

Direct integration in time gives the same 81.4 s.

## What the diffusion picture leaves out

A flight near the mouth may leave the hole from some distance inside it, and the base also holds molecules. Both can be treated without diffusion. Divide the wall into rings, add the base as one more surface, and let \(M_{ij}\) be the probability that a molecule released from surface \(i\) lands on surface \(j\). These probabilities follow from the cosine law and the geometry. With negligible flight time, the adsorbed numbers obey

\[
\frac{ds_j}{dt}=-\frac{s_j}{t_s}+\frac1{t_s}\sum_i s_iM_{ij}.
\]

If \(m\) is the largest eigenvalue of \(M\), the slowest decay rate is \((1-m)/t_s\), and \(1/(1-m)\) replaces the collision count.

Rings of finite width \(w\) need a correction. Averaging over the starting and landing rings weights the jump distribution with a triangle of base \(2w\), whose variance is \(w^2/6\). Measured in hole diameters, this increases the mean square jump 2/3 by a fraction \(w^2/4\). The values of \(1-m\) were therefore extrapolated to zero width.

The result for \(L/d=100\) is 12,615 collisions and a purge time of 12.6 s, which is 3.8 percent above the diffusion value. For \(L/d=50\) and 20 the excess is 7.1 and 16.3 percent. It falls somewhat more slowly than \(d/L\): the excess multiplied by \(L/d\) is 3.3, 3.5 and 3.8 for \(L/d=20\), 50 and 100, and it keeps creeping up in deeper holes. The simple formula suits deep holes and becomes poor for shallow ones.

## A real setting: trimethylaluminium near room temperature

A mean speed of 300 m/s belongs to single molecules of trimethylaluminium, an aluminium source for alumina deposition, near room temperature. The vapour also contains dimers, which have twice the mass and are slower by a factor \(\sqrt2\). Near room temperature they can outnumber the single molecules. They are left out here, so the estimates below describe an idealized vapour of single molecules. With molar mass \(M_m=72.09\) g/mol, the relation \(v=\sqrt{8RT/(\pi M_m)}\) gives

\[
T=\frac{\pi M_mv^2}{8R}=306\ \text{K}.
\]

The residence of 1 ms is a chosen value, not a measured property of this molecule. If release is thermally activated, \(t_s=t_0e^{E/k_BT}\). With a rough attempt time \(t_0=0.1\) ps, it corresponds to a binding energy

\[
E=k_BT\ln\frac{t_s}{t_0}=0.61\ \text{eV}.
\]

The exponential makes the residence very sensitive to this energy. An extra 0.05 eV multiplies the residence, and hence the purge time, by 6.6. Warming the hole by 50 K at fixed \(E\) and \(t_0\) cuts the residence to 0.040 ms and the purge time to 0.48 s. Well above room temperature, the same binding would matter much less. Real walls also allow adsorbed molecules to migrate, which can shorten the time from 12 s to a fraction of a second, as estimated below.

**Collisions in the purge gas.** For a collision diameter \(\sigma_c\), the mean free path of the precursor in nitrogen of molar mass \(M_g\) at pressure \(p\) is

\[
\lambda=\frac{k_BT}{p\,\pi\sigma_c^2\sqrt{1+M_m/M_g}}.
\]

The square root accounts for the motion of the nitrogen. At 1 Torr and a rough \(\sigma_c=0.45\) nm, \(\lambda=26\) µm. The ratio \(d/\lambda\) is 0.004. The relative correction to the diffusivity is larger than this ratio by a factor that grows slowly with \(\lambda/d\), because gas collisions mainly cut short the rare long flights along the axis. For an endless tube in which each gas collision randomizes the direction, the diffusivity falls by about 1 percent, which is small compared with the other uncertainties here.

## When the wall is crowded

The dilute layer is a poor description of the start of this purge. Let \(\sigma\) be the density of adsorption sites and \(c\) the filled fraction, and suppose that a molecule hitting a filled site leaves at once. Local balance between capture and release requires

\[
\frac{Nv}{4}(1-c)=\frac{\sigma c}{t_s}
\quad\Rightarrow\quad
N=\frac{4\sigma}{vt_s}\,\frac c{1-c}.
\]

After a dose at 0.1 Torr that lasts long enough for the whole hole to reach this balance, with a rough \(\sigma=3\) per nm², the ratio \(c/(1-c)=Nvt_s/(4\sigma)\) is 78.8. Hence \(c=78.8/79.8=0.99\). Half coverage would already be reached at 1.3 mTorr.

To follow the emptying, neglect the small gas content and balance the adsorbed molecules per length against the gas current:

\[
\pi d\,\sigma\,\partial_tc=\frac{\pi d^2}{4}D\,\partial_x^2N .
\]

Dividing by \(\pi d\sigma\) and inserting \(N\) gives

\[
\partial_tc=\frac{dD}{4\sigma}\cdot\frac{4\sigma}{vt_s}\,\partial_x^2\frac c{1-c}
=D\frac{t_f}{t_s}\,\partial_x\!\left[\frac{\partial_xc}{(1-c)^2}\right].
\]

The factor \(1/(1-c)^2\) speeds up transport where the wall is nearly full, because few collisions there lead to capture. Starting from \(c=0.99\), a thousandfold reduction takes 69 s instead of 81 s. Once \(c\ll1\), the dilute equation returns: the integrated late decay time is 12.16 s. Crowding shortens the purge but leaves its slowest time constant unchanged. This treatment assumes at most one molecule per site and does not cover multilayers.

## When adsorbed molecules migrate

A molecule held for 1 ms may hop along the wall. Let \(D_s\) be its surface diffusivity. Gas and wall are locally in balance, \(n=s\,t_f/t_s\), so the total current along the hole is

\[
-D\,\partial_xn-D_s\,\partial_xs=-\Big(D\frac{t_f}{t_s}+D_s\Big)\partial_xs .
\]

The two paths add. With the present numbers, transport by flight contributes \(3.3\times10^{-12}\) m²/s, which is small enough for hopping to compete. For hops of length \(a\) in random directions on the surface, the mean square displacement is \(a^2\) per hop and equals \(4D_st\). With a barrier \(E_h\) and the same attempt time,

\[
D_s=\frac{a^2}{4t_0}e^{-E_h/k_BT}.
\]

For a rough \(a=0.3\) nm, hopping equals flight at \(E_h=0.29\) eV, or 0.48 of the binding energy. If molecules that reach the rim are also removed, the purge times are:

- 12.1 s for \(E_h=0.7E\);
- 7.3 s for \(E_h=0.5E\);
- 0.18 s for \(E_h=0.3E\).

The estimate of 12 s therefore needs a hopping barrier well above half the binding energy. With a low barrier the aspect-ratio law fails too: the time tends to \(4L^2/(\pi^2D_s)\), which depends on the depth but not on the diameter. Comparing holes of equal depth and different width, at the same temperature and with the same wall surface, would distinguish the two regimes within this model.

## Computed values

```
hole diameter: 100 nm; depth: 10 um; L/d: 100
mean speed: 300 m/s; wall residence: 1 ms
mean flight time d/v: 0.3333 ns
mean square jump / d^2 (quadrature): 0.66667
Knudsen diffusivity D: 1.000e-05 m^2/s
random-flight D/(d v), no residence: 0.3252
random-flight D/(d v), residence 3 d/v: 0.0820
purge time without residence: 4.053 us
collisions in that time: 12159
stretch factor 1 + t_s/t_f: 3.0000e+06
purge time with residence: 12.159 s
same from coupled grid equations: 12.160 s
coupled grid, speed doubled: 12.160 s
gas fraction of all molecules: 3.333e-07
effective diffusivity with residence: 3.333e-12 m^2/s
escape chance ratio, ring width 0.2 d to 0.1 d: 1.00753
ratio expected from spreading in rings: 1.00748
ballistic excess over diffusion, L/d=20: 16.32 percent
ballistic excess over diffusion, L/d=50: 7.06 percent
ballistic excess over diffusion, L/d=100: 3.76 percent
ballistic collision count, L/d=100: 12615
ballistic purge time with residence: 12.615 s
thousandfold reduction, dilute, formula: 81.4 s
thousandfold reduction, dilute, integrated: 81.4 s
molar mass: 72.09 g/mol; implied temperature: 306.4 K
attempt time (rough): 0.1 ps
binding energy for the residence: 0.608 eV
nitrogen purge pressure: 1.0 Torr
collision diameter (rough): 0.45 nm
mean free path: 26.4 um; d/path: 3.79e-03
site density (rough): 3.0 per nm^2
dose pressure: 0.10 Torr
dilute-law load per site: 78.8; coverage: 0.9875
pressure for half coverage: 1.269 mTorr
thousandfold reduction, crowded start: 68.9 s
late decay time, crowded start: 12.16 s
hop length (rough): 0.3 nm
hop barrier where migration equals flight: 0.294 eV
that barrier / binding energy: 0.483
purge time, hop barrier 0.3 of binding: 0.177 s
purge time, hop barrier 0.5 of binding: 7.259 s
purge time, hop barrier 0.7 of binding: 12.077 s
residence factor for +0.05 eV binding: 6.64
residence at 356.4 K: 0.0396 ms
purge time at 356.4 K: 0.481 s
purge time after 10 nm wall film (d = 80 nm): 19.00 s
```
